# Correlation energy under uniform scaling to high density, part 2

How does the correlation energy $E_c$ behave as a density is compressed, $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$? Hartree atomic units, fixed nuclei and real wavefunctions are used.

With $F^\lambda[n]=\min_{\Psi\to n}\langle T+\lambda V_{ee}\rangle$, $T_s=F^0$, $\Phi$ the Kohn–Sham (KS) determinant, $E_{Hx}=\langle\Phi|V_{ee}|\Phi\rangle$ and $E_c^\lambda=F^\lambda-T_s-\lambda E_{Hx}$, exactly
$$E_c[n_\gamma]=\gamma^2E_c^{\lambda=1/\gamma}[n].$$
$E^\lambda[v]$ is the ground-state energy in potential $v$. For a finite system with nondegenerate $\Phi$, KS gap $\Delta>0$ and a fixed-density potential assumed expandable in $\lambda$,
$$E_c[n_\gamma]=E_{\rm GL2}[n]+\frac{E_3[n]}\gamma+O(\gamma^{-2}),$$
with $E_3=\langle\Phi_1|H_1-E_1|\Phi_1\rangle$, $\Phi_1$ the first-order wavefunction for the perturbation $H_1$, and $E_1=\langle H_1\rangle$.

For two electrons in a singlet, $\Phi=\phi(1)\phi(2)$, $n=2\phi^2$, $u=r_{12}$, $v$ is the potential of $\phi^2$, $J=\langle\phi|v|\phi\rangle$, $p$ is the radial orbital density, $H_1-E_1=\frac1u-v(1)-v(2)+J$, and
$$E_{\rm GL2}=-\sum_{a,b\ne\phi}\frac{\langle ab|u^{-1}|\phi\phi\rangle^2}{\epsilon_a+\epsilon_b-2\epsilon_0},$$
with orbital energies $\epsilon_a$ ($\epsilon_0$ for $\phi$).

For a perturbation $W$ with $\langle W\rangle=0$, the first-order function $P\Phi$ obeys $\nabla\cdot(\Phi^2\nabla P)=2\Phi^2W$, and $E^{(2)}=\int\Phi^2WP$. For one electron with $W=v-J$, $E^{(2)}=-2\int G^2/p$, $G=\int_0^rp(v-J)\,ds$; the two-electron singles energy is $E_S=-4\int G^2/p$.

The example is $n_0=(2/\pi)e^{-2r}$: $v_s=-1/r$ (KS potential), $p=4r^2e^{-2r}$, $J=\frac58$, $\Delta=\frac38$. A correlated basis of 372 Laguerre products gave the second-order energy $E_2=E_S+E_{\rm GL2}=-0.1576664$; with $E_S=-0.1110032$, $E_{\rm GL2}[n_0]=-0.0466632$, also found directly with $W=H_1-E_1$.

For two-electron ions of charge $Z$, $h_0=-\tfrac12\nabla^2-1/r$ in lengths scaled by $1/Z$, the scaled density is $n_0+n_1/Z+\dots$, and
$$E_c(Z)=E_{\rm GL2}[n_0]+\frac1Z\Big(E_3[n_0]+\int\frac{\delta E_{\rm GL2}}{\delta n}n_1\Big)+O(Z^{-2}).$$
$E-E_{HF}$ (HF: Hartree–Fock) has the same limit.

In a two-level model with orbital gap $\Delta$, Coulomb-energy difference $\delta\gamma$ and coupling $\gamma V$, $\Delta=0$ gives $E=\tfrac12\gamma(\delta-\sqrt{\delta^2+4V^2})$.

## Partial waves and their asymptotics

Expand $u^{-1}=R^{-1}\sum_lt^lP_l(\mu)$, with $R=r_>$, $t=r_</r_>$, $\mu=\cos\theta_{12}$. Pair states of zero total angular momentum have normalized angular parts $\Theta_l=\sqrt{2l+1}\,P_l/4\pi$, with $\langle\Theta_l|P_k|\Theta_{l'}\rangle=\sqrt{(2l+1)(2l'+1)}\,\tfrac12\int P_lP_kP_{l'}d\mu$, which is $(2l+1)^{-1/2}\delta_{kl}$ for $l'=0$. Thus $E_{\rm GL2}=\sum_lE_l$ with $E_l=-(2l+1)^{-1}\sum_{ab}M_{ab}^2/(\epsilon_a+\epsilon_b-2\epsilon_0)$, where $M_{ab}$ is the radial integral of $t^l/R$ and $\phi$ is excluded at $l=0$.

Large $l$ probes small $u$. Since $(\nabla_1^2+\nabla_2^2)u=4/u$, the term $P=u/2$ balances the singular source $2/u$. Parts of $P$ that are smooth at $u=0$ have Legendre coefficients that fall faster. Multiplying the series by $u^2=R^2(1+t^2-2t\mu)$ and using $(2k+1)\mu P_k=(k+1)P_{k+1}+kP_{k-1}$, the coefficient of $P_l$ in $u$ is
$$u_l=R\Big[t^l\Big(1-\frac{2l}{2l-1}\Big)+t^{l+2}\Big(1-\frac{2l+2}{2l+3}\Big)\Big]=R\Big[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\Big].$$
In $E^{(2)}=\int\Phi^2WP$ the angular average of $P_l^2$ is $1/x$ with $x=2l+1$. The two orderings of $r_1,r_2$ give a factor 2 that cancels the $\tfrac12$ of the cusp, and $dr_<=R\,dt$:
$$E_l\simeq\frac1x\int dR\,R\,p(R)\int_0^1dt\,p(tR)\,t^{x-1}\Big[\frac{t^2}{x+2}-\frac1{x-2}\Big].$$
Put $p(tR)=p(R)-(1-t)Rp'(R)+\dots$ and $I=\int Rp^2dR$. The first term gives $I$ times
$$\frac1{(x+2)^2}-\frac1{x(x-2)}=-\frac{6x+4}{x(x-2)(x+2)^2}=-\frac6{x^3}+\frac8{x^4}+\dots$$
In the second, $-\int R^2pp'\,dR=I$ by parts, and the $t$-integral with the factor $1-t$ is $[(x+2)^2(x+3)]^{-1}-[x(x+1)(x-2)]^{-1}=-8/x^4+\dots$ The $x^{-4}$ terms cancel. A correction to the cusp of the form $u$ times a term linear in $\mathbf r_{12}$ is odd under exchange and absent in a singlet, and quadratic terms cost $(1-t)^2\sim x^{-2}$. Hence
$$E_l=-\frac{c_4}{(l+\frac12)^4}+\frac{c_6}{(l+\frac12)^6}+\dots,\qquad c_4=\frac6{16}I,$$
and for $n_0$, $I=16\cdot5!/4^6=\tfrac{15}{32}$, so $c_4=\tfrac{45}{256}=0.175781$. A two-term fit to $E_7$ and $E_{10}$ from a 104-function B-spline basis gives $0.175623$, lower by 0.09% of $c_4$. The largest contributions are $E_1=-0.0264952$, $E_0=-0.0143307$ and $E_2=-0.0039061$. With $c_6$ matched to $E_{10}$ and the tail summed by Hurwitz zeta functions, $E_{\rm GL2}=-0.0466197-0.0000436=-0.046663$, as before.

The constant is not common to all two-electron densities. A Gaussian density has $v_s=r^2/2$, and the problem with $\lambda/u$ added separates into centre-of-mass motion and the relative Hamiltonian $-\nabla_u^2+u^2/4+\lambda/u$. The reduced mass $\tfrac12$ turns $-2\int G^2/p$ into $-\int G^2/p$, with $p=\sqrt{2/\pi}\,u^2e^{-u^2/2}$ and $W=1/u-\langle1/u\rangle$. Quadrature gives $E_2=-0.077891$, and the singles with $v=\operatorname{erf}(r)/r$ give $-0.028188$. Then $E_{\rm GL2}=-0.077891+0.028188=-0.049703$, which the partial-wave sum reproduces.

## The logarithm of the local density approximation

LDA sets $E_c=\int n\,\varepsilon(r_s)\,d^3r$, where $\varepsilon$ is the uniform-gas energy per electron and $r_s=(3/4\pi n)^{1/3}$. The same change of variables gives $E_c^{\rm LDA}[n_\gamma]=\int n\,\varepsilon(r_s(\mathbf r)/\gamma)\,d^3r$, so everything depends on $\varepsilon$ at small $r_s$.

The fluctuation–dissipation theorem gives the interaction energy per volume from the response $\chi^\lambda(q,i\omega)$, and integrating over coupling, with $v_q=4\pi/q^2$,
$$n\varepsilon=-\int_0^1d\lambda\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\omega}{2\pi}\,v_q(\chi^\lambda-\chi_0).$$
The ring approximation $\chi^\lambda=\chi_0/(1-\lambda v_q\chi_0)$ makes the $\lambda$ integral $\ln(1+X)-X$, with $X=-v_q\chi_0\ge0$. Rings carry the most singular power, $v_q^2\propto q^{-4}$ at second order. In the second-order exchange term one factor is replaced by an interaction at momentum of order $k_F$, so it has no small-$q$ divergence and adds only to the constant. At small $q$ the occupation difference is $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=q\mu\,\delta(k-k_F)$, and for two spins
$$\chi_0=\frac{2k_F^2}{4\pi^2}\int_{-1}^1\frac{q\mu\,d\mu}{i\omega-qk_F\mu}=-\frac{k_F}{\pi^2}\mathcal R(\nu),\qquad\mathcal R=\int_0^1\frac{\mu^2d\mu}{\mu^2+\nu^2}=1-\nu\arctan\frac1\nu,$$
with $\nu=\omega/qk_F$. Let $\zeta=q/2k_F$. Then $X=a/\zeta^2$ with $a=\mathcal R/\pi k_F$. The measure is $4\pi q^3k_F\,dq\,d\nu/(16\pi^4n)$, with $q^3dq=16k_F^4\zeta^3d\zeta$ and $n=k_F^3/3\pi^2$, so
$$\varepsilon=\frac{12k_F^2}\pi\int d\nu\int\zeta^3d\zeta\,[\ln(1+X)-X].$$
For $\sqrt a\ll\zeta\ll1$ the bracket is $-X^2/2$ and the integrand is $-a^2/2\zeta$. Second order alone diverges as $\int d\zeta/\zeta$, because excitation energies $qk_F\mu$ reach zero while $v_q$ grows. Below $\zeta=\sqrt a$ the substitution $\zeta=\sqrt a\,s$ yields $a^2$ times a convergent number. The $\zeta$ integral is thus $\tfrac14a^2\ln a+O(a^2)$, and $a\propto r_s$ since $k_F=(9\pi/4)^{1/3}/r_s$. This gives $\varepsilon=c_0\ln r_s-c_1+\dots$ with $c_0=(3/\pi^3)\int_0^\infty\mathcal R^2d\nu$. Using $\int_0^\infty d\nu/[(\mu^2+\nu^2)(\mu'^2+\nu^2)]=\pi/[2\mu\mu'(\mu+\mu')]$ and $\mu'=\mu s$ on half the square,
$$\int\mathcal R^2d\nu=\pi\int_0^1\mu^2d\mu\int_0^1\frac{s\,ds}{1+s}=\frac\pi3(1-\ln2),\qquad c_0=\frac{1-\ln2}{\pi^2}=0.0310907.$$
The ring sum with the full Lindhard function, differenced between $r_s=10^{-4}$ and $10^{-5}$, has slope $0.031089$. Therefore
$$E_c^{\rm LDA}[n_\gamma]=-Nc_0\ln\gamma+\int n\,(c_0\ln r_s-c_1)\,d^3r+o(1).$$
The tail where $r_s>\gamma$ does not spoil this for $n_0$, since it begins near $r=\tfrac32\ln\gamma$ and holds of order $\gamma^{-3}\ln^2\gamma$ electrons. For $n_0$, $\ln r_s=\tfrac13[\ln\tfrac38+2r]$ and $\langle r\rangle=\tfrac32$, so $\int n_0\ln r_s=\tfrac23(3+\ln\tfrac38)=1.346114$. With $c_1=0.046643$ read off the PW92 parametrization, which is used for all LDA numbers below, the constant is $0.04185-0.09329=-0.0514$. The exact gas has $c_1=0.071099-0.024179=0.046920$ (ring constant minus second-order exchange), which would give $-0.0520$. LDA borrows from the gas excitations of wavelength longer than the atom, which the finite system does not have.

PBE adds $H=c_0\ln[1+(\beta/c_0)\tau^2(1+\alpha\tau^2)/(1+\alpha\tau^2+\alpha^2\tau^4)]$ to $\varepsilon$, with $\alpha=(\beta/c_0)/(e^{-\varepsilon/c_0}-1)$ and $\tau\propto|\nabla n|/n^{7/6}$. Under scaling $\tau^2\propto\gamma^8/\gamma^7=\gamma$ and $e^{-\varepsilon/c_0}\propto\gamma$, so $\alpha\tau^2$ tends to a fixed function, $H\to c_0\ln\gamma+\text{const}$, and the logarithm cancels.

## Worked example

Two sequences were computed in a 203-function subset of the correlated basis, in which $E_{\rm GL2}=-0.0466630$. At fixed shape, $F^\lambda[n_0]=\max_v(E^\lambda[v]-\int vn_0)$ was found by Newton's method over $v=-1/r-\lambda v(r)$ plus eight functions $e^{-r}L_k(2r)$, the $v(r)$ here being the $1s$ potential. At $\gamma=2$ this reduced $\int|n-n_0|$ from $2.6\times10^{-3}$ to $2.6\times10^{-5}$ electrons. Restricting the potential lowers $F^\lambda$ and restricting the wavefunction raises it, so the entries are estimates, not bounds. For the ions He, B$^{3+}$, Ne$^{8+}$, Ca$^{18+}$ and Zr$^{38+}$, $E_c=E-\langle\Phi|H|\Phi\rangle$ with $\phi=\sqrt{n/2}$ from the correlated density.

| $\gamma=Z$ | $E_c[n_{0,\gamma}]$ | LDA | $E_c$, ion | LDA, ion |
|---|---|---|---|---|
| 2 | −0.04158 | −0.1218 | −0.04211 | −0.1124 |
| 5 | −0.04447 | −0.1668 | −0.04474 | −0.1628 |
| 10 | −0.04554 | −0.2041 | −0.04569 | −0.2020 |
| 20 | −0.04609 | −0.2435 | −0.04618 | −0.2424 |
| 40 | −0.04638 | −0.2842 | −0.04642 | −0.2837 |

A quadratic in $1/\gamma$ through the last three rows extrapolates both sequences, and also $E-E_{HF}$, to $-0.046663$. The fitted $1/\gamma$ coefficient is $0.0115$ at fixed shape, an estimate of $E_3[n_0]$, whose direct evaluation from $\langle\Phi_1|H_1-E_1|\Phi_1\rangle$ gives $0.01156$, and $0.0098$ for the ions. By the expansion of $E_c(Z)$ the difference is the shape term. Differentiating $E_{\rm GL2}$ along the densities of $v_s=-1/r+\epsilon v$ gives $-0.0018$ for it, and $0.01156-0.0018=0.0098$. The two-term formula at $\gamma=10$ gives $-0.046663+0.00115=-0.04551$ against $-0.04554$. At $\gamma=2$ it gives $-0.046663+0.00575=-0.0409$, off by 1.6% of the computed value, and for helium $-0.046663+0.0049=-0.0418$, off by 0.8%. The differences between $E-E_{HF}$ and $E_c$ are $0.000063$, $0.000004$ and $0.000001$ at $Z=2,5,10$. The first drop is faster than $Z^{-2}$, so helium is outside the asymptotic range of this small quantity.

From $\gamma=20$ to $40$ the computed $E_c[n_{0,\gamma}]$ moves by $-0.00028$ and LDA by $-0.0407$, on its way to $-2c_0\ln2=-0.0431$ per doubling, and at $\gamma=40$ LDA is $0.2842/0.04638=6.1$ times too large. At $\gamma=100$ the asymptote is $-0.051435-0.062181\times4.60517=-0.33779$ against $-0.33943$. The remainder $-0.0016$ shrinks to $-0.00003$ at $\gamma=10^4$, compatible with a $\gamma^{-1}\ln\gamma$ term, though that order was not tested. PBE gives $-0.04822$ at $\gamma=100$ and $-0.04790$ at $10^4$ and $10^6$. Its limit is about 3% larger in magnitude than $E_{\rm GL2}$ and, at these large $\gamma$, is approached from below, whereas the computed values in the table approach theirs from above. The numerical check asserts the three routes to $E_{\rm GL2}$, the extrapolated limits, $c_4$, $c_0$, the LDA asymptote and the PBE saturation.

## When the gap closes

In four-electron ions the $2s$ and $2p$ levels of $h_0$ are degenerate, so $1s^22s^2$ and $1s^22p^2\,({}^1S)$ mix at first order in $1/Z$, which is the two-level model with $\Delta=0$. Let $F^k(ab)$ and $G^k(ab)$ be the direct and exchange radial integrals of $t^k/R$ over hydrogenic orbitals. Each of the four core–valence pairs has a direct term and the two with parallel spins have an exchange term, which for an $s$–$p$ pair carries the factor $\tfrac13$ from the addition theorem for $P_1$. The formula for $\langle\Theta_l|P_k|\Theta_{l'}\rangle$ gives $3\cdot\tfrac2{15}=\tfrac25$ for $(1,2,1)$ and $1/\sqrt3$ for $(1,1,0)$. Per unit $Z$,
$$H_{11}=J+4F^0(1s2s)-2G^0(1s2s)+F^0(2s2s)=1.571001,$$
$$H_{22}=J+4F^0(1s2p)-\tfrac23G^1(1s2p)+F^0(2p2p)+\tfrac25F^2(2p2p)=1.778849,$$
and $V=G^1(2s2p)/\sqrt3=0.050744$. Restricted HF on $1s^22s^2$ has $H_{11}$ as its linear coefficient. With $\delta=1.778849-1.571001=0.207848$,
$$E-E_{RHF}\simeq\tfrac12Z\big(0.207848-\sqrt{0.207848^2+4\times0.050744^2}\big)=-0.0117\,Z.$$
This is the HF-based correlation energy along a series whose $2s$–$2p$ configuration splitting $\delta Z$ is of order $Z$ in hartree and so vanishes as $1/Z$ in units of $Z^2$, not the scaling of one fixed density. Any fixed density of the series that has a nonzero KS gap and meets the other assumptions still has a finite limit, but that assumption is not assured here. The ground state keeps a $2p^2$ weight $\tfrac12\big(1-\delta/\sqrt{\delta^2+4V^2}\big)=0.051$ as $Z\to\infty$, so the scaled density does not tend to the hydrogenic $1s^22s^2$ one, the KS gap is not $\delta Z$, and at large $Z$ a nondegenerate KS ground determinant need not exist.

## Table of computed values

```
basis sizes: large 372, small 203, potentials 8, splines 104
J = 0.625000 Ha
<u^-2> = 0.666667 bohr^-2
<v1s^2> = 0.425926 Ha^2
KS gap = 0.375000 Ha
bound on |E_GL2| = 0.2739 Ha
E2 total, Hylleraas = -0.1576664 Ha
singles closed form = -0.1110032 Ha
singles spline sum = -0.1110032 Ha
E_l l=0..5 (Ha): -0.0143307 -0.0264952 -0.0039061 -0.0010777 -0.0004061 -0.0001850
E_l l=6..10 (Ha): -0.0000958 -0.0000544 -0.0000331 -0.0000213 -0.0000143
sum l<=10 = -0.0466197 Ha
tail l>10 = -0.0000436 Ha
c4 formula = 0.175781 Ha
c4 fit l=7,10 = 0.175623 Ha
E_GL2 partial waves = -0.0466632 Ha
E_GL2 = E2 - singles = -0.0466632 Ha
E_GL2 Hylleraas large = -0.0466632 Ha
E_GL2 Hylleraas small = -0.0466630 Ha
E_GL2 = -1.2698 eV
g   Ec[n0_g]  LDA[n0_g]  (Ha)
2 -0.041575 -0.12180
5 -0.044471 -0.16683
10 -0.045538 -0.20414
20 -0.046093 -0.24347
40 -0.046376 -0.28421
int|n-n0| at g=2: before 2.60e-03, after 2.63e-05 electrons
fixed n0: limit -0.046663, 1/g coefficient 0.0115 Ha
Z   E  Ec  E-E_HF  Ec LDA  (Ha)
2 -2.90372 -0.042107 -0.042044 -0.11237
5 -22.03097 -0.044741 -0.044737 -0.16281
10 -93.90681 -0.045694 -0.045693 -0.20203
20 -387.65723 -0.046177 -0.046177 -0.24238
40 -1575.15745 -0.046420 -0.046420 -0.28365
ions Ec: limit -0.046663, 1/Z coefficient 0.0098 Ha
ions E-E_HF limit = -0.046663 Ha
HF second-order limit = -0.111003 Ha
Gaussian: E2 -0.077891, singles -0.028188, c4 0.238732 Ha
Gaussian E_GL2: -0.049703, partial waves -0.049703 Ha
int R^2 du = 0.321336 
c0 = 0.0310907 Ha
c0 from ring sum = 0.031089 Ha
c1 PW92 = 0.046643 Ha
int n0 ln rs = 1.346114 
LDA constant = -0.051435 Ha
LDA slope in ln g = -0.062180 Ha
g=1e+02: LDA -0.33943 asymptote -0.33779 PBE -0.04822 Ha
g=1e+04: LDA -0.62418 asymptote -0.62415 PBE -0.04790 Ha
g=1e+06: LDA -0.91050 asymptote -0.91050 PBE -0.04790 Ha
4 electrons: H11 1.571001 H22 1.778849 H12 0.050744 Ha per Z
E-E_RHF slope in Z = -0.011727 Ha
```
